# Choosing a lattice topological charge: signed spherical triangles and singular spins

A model skyrmion on a $16\times16$ periodic lattice is shrunk. At radius 1.5 lattice constants, one estimator gives the topological charge $-1$ and another gives $-0.171$. At radius 1.2 the first gives $0$, the second $-0.092$. The first has jumped by a whole unit, while the second has moved by only 0.079. Both read the same spins, so the difference lies in how the charge is evaluated.

## What the setting selects

A noncollinear calculation supplies local moments $\mathbf m_i$. The charge uses their directions $\mathbf n_i=\mathbf m_i/|\mathbf m_i|$, so every moment must be nonzero. For a smooth field in the plane,

$$Q=\frac1{4\pi}\int \mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,dx\,dy .$$

The setting decides what replaces this integral on a lattice. Cut each square plaquette along a fixed diagonal and list the corners of each triangle anticlockwise. For corner spins $\mathbf a,\mathbf b,\mathbf c$ define

$$N=\mathbf a\cdot(\mathbf b\times\mathbf c),\qquad D=1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a .$$

The two estimators are

$$Q=\frac1{4\pi}\sum\Omega,\quad \Omega=2\,\mathrm{atan2}(N,D);\qquad Q_{\rm s}=\frac1{8\pi}\sum N .$$

The first sums signed spherical areas. The second is its small-angle form. Spins are dimensionless and lengths are in lattice constants.

## Why the area is a phase

Interpolate linearly between the corner spins:

$$\mathbf r=\mathbf a+u(\mathbf b-\mathbf a)+v(\mathbf c-\mathbf a),\qquad u,v\ge0,\ u+v\le1 .$$

Suppose $\mathbf r$ never vanishes, and project it to $\mathbf n=\mathbf r/|\mathbf r|$. Differentiating $1/|\mathbf r|$ produces only terms along $\mathbf r$, which drop out of the triple product. Hence

$$\mathbf n\cdot(\partial_u\mathbf n\times\partial_v\mathbf n)=\frac{\mathbf r\cdot[(\mathbf b-\mathbf a)\times(\mathbf c-\mathbf a)]}{|\mathbf r|^3}=\frac{N}{|\mathbf r|^3}.$$

In the last step the $u$ and $v$ parts of $\mathbf r$ are each parallel to a factor of the cross product and give zero. What remains is $\mathbf a\cdot(\mathbf b\times\mathbf c-\mathbf b\times\mathbf a-\mathbf a\times\mathbf c)=N$. The signed area is therefore

$$\Omega=N\int\frac{du\,dv}{|\mathbf r|^3}. \tag{1}$$

To evaluate it, let $|\mathbf a\rangle$ be the spin-½ state along $\mathbf a$, with projector $P_a=(1+\mathbf a\cdot\boldsymbol\sigma)/2$. Then

$$\langle a|b\rangle\langle b|c\rangle\langle c|a\rangle=\mathrm{tr}(P_aP_bP_c).$$

Expand the product. The unit matrix has trace 2, single Pauli terms have trace 0, pairs give $2\,\mathbf a\cdot\mathbf b$ and so on, and the triple gives $2i\,\mathbf a\cdot(\mathbf b\times\mathbf c)$. With the prefactor $1/8$,

$$\langle a|b\rangle\langle b|c\rangle\langle c|a\rangle=\frac{D+iN}{4}. \tag{2}$$

The phase of (2) is $\Omega/2$, as a subdivision shows. Divide the flat triangle into small ones of size $h$ and project their corners to the sphere. Multiply the loop products (2) of all the small triangles. Each interior link occurs once in each direction and contributes $|\langle i|j\rangle|^2>0$. Along an outer edge the projected points lie on the short great-circle arc. If $\mathbf p$ lies on the short arc from $\mathbf a$ to $\mathbf b$, at angles $\alpha$ and $\beta$ from them with $\alpha+\beta<\pi$, then $N=0$ and

$$D=1+\cos\alpha+\cos\beta+\cos(\alpha+\beta)=4\cos\tfrac{\alpha}{2}\cos\tfrac{\beta}{2}\cos\tfrac{\alpha+\beta}{2}>0 .$$

So $\langle a|p\rangle\langle p|b\rangle$ has the same phase as $\langle a|b\rangle$, and the whole product has the phase of the large loop.

For a small triangle $D=4+O(h^2)$ and $N=O(h^2)$, so its phase is $N/4+O(h^4)$. By (1) its area is $N/2+O(h^4)$, because $|\mathbf r|=1+O(h^2)$ and the parameter domain has area ½. The phase is half the area. There are of order $h^{-2}$ small triangles, so the summed error vanishes as $h\to0$.

This fixes $\Omega/2$ up to multiples of $2\pi$. If $N\ne0$, the three spins are linearly independent, and some vector has a positive product with all of them. The projected triangle then lies inside an open hemisphere, so $|\Omega|<2\pi$ and $\Omega/2$ is the principal phase, $\mathrm{atan2}(N,D)$. If $N=0$ and $D>0$, both are zero.

The two-argument function matters. Three spins at polar angle 80° and azimuths 0°, 120°, 240° have $N=0.4375$ and $D=-0.3643$. Direct quadrature of (1) and atan2 both give 4.5302 sr. The formula $2\arctan(N/D)$ gives $-1.7530$ sr, wrong by $2\pi$.

## Why the sum is an integer

Multiply (2) over all triangles of a closed, consistently oriented surface, such as the periodic lattice. Each link belongs to two triangles, which traverse it in opposite directions, so the product is positive as long as no two neighbours are antipodal:

$$\exp\Big(\tfrac i2\sum\Omega\Big)=1\quad\Rightarrow\quad\sum\Omega=4\pi\times\text{integer}.$$

No smoothness was assumed. For 200 random configurations on a $6\times6$ torus, $Q$ ran from $-5$ to $4$ and missed integers by at most $7\times10^{-15}$.

The integer has a geometric meaning. Count the spherical triangles that contain a direction $\mathbf p$, with the sign of $N$. When $\mathbf p$ crosses an arc shared by two triangles of equal sign, it leaves one and enters the other. If their signs differ, both lie on the same side of the arc and their contributions cancel. The count is thus the same for every generic $\mathbf p$, and averaging it over the sphere gives $\sum\Omega/4\pi=Q$. So $Q$ says how many times the interpolated spins cover the sphere. In the random configurations this count agreed with the area sum in every case.

On an open patch the boundary links have no partners, and their phase survives. Open patches cut from the same random configurations gave sums up to 0.498 away from an integer. If all boundary spins are parallel, each boundary overlap is 1 and the integer returns. An isolated skyrmion in a uniform background may therefore be evaluated on a patch whose rim is uniform.

## When a triangle is singular

The argument fails when the interpolated vector $\mathbf r$ vanishes somewhere in a triangle, that is, when the origin lies in the flat triangle with corners $\mathbf a,\mathbf b,\mathbf c$. The spins are then linearly dependent, so $N=0$ and they lie on one great circle. Let their angular gaps be $2A,2B,2C$, with $A+B+C=\pi$. Since $\cos(A+B)=-\cos C$,

$$\cos2A+\cos2B=2\cos(A+B)\cos(A-B)=-2\cos C\cos(A-B),$$
$$1+\cos2C=2\cos^2C=-2\cos C\cos(A+B).$$

Adding the two lines gives

$$D=-2\cos C\,[\cos(A-B)+\cos(A+B)]=-4\cos A\cos B\cos C. \tag{3}$$

If one gap exceeds $\pi$, the cosine of half that gap is negative, the other two cosines in (3) are positive, and $D>0$. The spins then fit in an open half-circle, and no weighted average of them can vanish. If all gaps are below $\pi$, then $D<0$; no open half-circle holds the spins, and the origin is in their triangle. A gap equal to $\pi$ means an antipodal pair and $D=0$. The singular condition is therefore

$$N=0\quad\text{and}\quad D\le0 .$$

In a singular triangle no gap exceeds 180°, so each gap is the angle between two neighbours. The gaps add to 360°, so at least one is 120° or more. If all neighbour angles, including those along the chosen diagonals, are below 120°, no triangle is singular. The converse does not hold: the skyrmion of radius 2 has a largest angle of 122.8° but no singular triangle.

## Conservation and its failure

Away from the singular set each $\Omega$ is a continuous function of the spins. The sum is then continuous and integer-valued, so it is constant along any continuous motion in which no triangle becomes singular. This holds for precession, damping, thermal motion or an artificial path, since the energy never entered.

Suppose $N$ passes from negative to positive in one triangle while $D<0$. Then $\mathrm{atan2}(N,D)$ jumps from $-\pi$ to $\pi$, $\Omega$ jumps by $4\pi$, and $Q$ rises by one. The reverse passage lowers it by one:

$$\Delta Q=\mathrm{sign}(N_{\rm after}). \tag{4}$$

If $D>0$, $\Omega$ passes smoothly through zero and nothing happens. If $N$ touches zero at $D<0$ and returns with its old sign, $Q$ is the same before and after.

In a test of (4), each spin of a random $6\times6$ configuration turned through 180° on its own great circle. $N$ changed sign 96 times with $D>0$ and 30 times with $D<0$. The signed jumps added to $-6$, and the charge went from $3$ to $-3$. The covering count followed the accumulated jumps at every sampled time.

A singular triangle is thus necessary for a change of $Q$, but not sufficient. An antipodal neighbour pair gives another example. Take $\mathbf a$ up, $\mathbf b$ and $\mathbf d$ on the equator at azimuths $\phi_b,\phi_d$, and $\mathbf c$ at a small angle $\epsilon$ from down with azimuth $\phi_c$. For the triangle $(\mathbf a,\mathbf b,\mathbf c)$,

$$N=\sin\epsilon\,\sin(\phi_c-\phi_b),\qquad D=1-\cos\epsilon+\sin\epsilon\cos(\phi_c-\phi_b).$$

As $\epsilon\to0$, $\Omega\to2(\phi_c-\phi_b)$, with the difference taken between $-\pi$ and $\pi$. Likewise $(\mathbf a,\mathbf c,\mathbf d)$ has $\Omega\to2(\phi_d-\phi_c)$. When $\mathbf c$ passes straight through down, $\phi_c$ changes by $\pi$. Each area changes by $2\pi$ in size, or $\pm\frac12$ in $\Omega/4\pi$, and the total by 0 or $\pm1$.

Four spins on the corners of a tetrahedron show both outcomes. Let $\mathbf c$ pass through down so that its azimuth changes from $180°$ to $0°$. With $\phi_b,\phi_d=-60°,60°$ the two changes are $+\frac12$ and $+\frac12$, and $|Q|$ goes from 1 to 0. With $60°,120°$ they are $-\frac12$ and $+\frac12$, and $Q$ stays 0. At the antipodal instant itself the charge is undefined.

## The skyrmion that falls through the lattice

Let $r$ be the distance from the skyrmion centre and $\phi$ the position azimuth. For $r<R$ take the spin's polar angle as

$$\Theta(r)=\pi(1-r/R),$$

with the spin up outside. The spin azimuth is $\phi$ (Néel type), or $\phi$ plus a constant, which includes the Bloch type. In the continuum $\mathbf n\cdot(\partial_r\mathbf n\times\partial_\phi\mathbf n)=\sin\Theta\,\Theta'$, so

$$Q=\frac{2\pi}{4\pi}\int_0^R\sin\Theta\,\Theta'\,dr=-\tfrac12\big[\cos\Theta\big]_0^R=-\tfrac12[1-(-1)]=-1 .$$

On the lattice, consider first a triangle that does not contain the centre. Seen from the centre, its corners lie in an open half-plane of directions. The in-plane parts of its tilted spins do too, after a common rotation, so they cannot cancel with positive weights. A vanishing average could then use only up spins, whose average is not zero. Such a triangle is never singular.

Now take the triangle with the centre strictly inside. Its corners lie at $r_i\hat{\mathbf e}_i$ from the centre, with barycentric weights $\lambda_i>0$ obeying $\sum\lambda_ir_i\hat{\mathbf e}_i=0$. A singular triangle needs weights $w_i\ge0$, not all zero, with

$$\sum w_i\sin\Theta_i\,\hat{\mathbf e}_i=0,\qquad\sum w_i\cos\Theta_i=0 .$$

If $R$ exceeds all $r_i$, every sine is positive. Three plane vectors that span the plane have one linear relation up to a factor, so $w_i\sin\Theta_i\propto\lambda_ir_i$. Insert this into the second equation and use $\cot(\pi-x)=-\cot x$:

$$\sum_i\lambda_ir_i\cot\frac{\pi r_i}{R}=0. \tag{5}$$

Each term increases with $R$. The sum tends to $-\infty$ as $R$ falls to the largest $r_i$, and to $+\infty$ as $R\to\infty$, so there is one root $R_c$. If $R$ does not exceed the largest $r_i$, at least one corner spin is up, and the remaining in-plane parts cannot cancel, because no two $\hat{\mathbf e}_i$ are opposite. Shrinking a skyrmion whose centre lies strictly inside a triangle therefore produces one singular event. Symmetric placements need separate treatment. With the centre on a site, the central spin stays down while its diagonal neighbours are up for $R\le\sqrt2$, so antipodal pairs persist and the charge of this profile is undefined for all smaller $R$.

In the example the centre is displaced by $(0.6,0.3)$ from a site. The diagonals run along $(1,1)$, so the centre lies in the triangle with corners $(0,0)$, $(1,0)$, $(1,1)$ relative to that site. The weights are $0.4,0.3,0.3$ and the distances $0.6708,0.5000,0.8062$. Equation (5) gives $R_c=1.36082$, and bisection on the computed charge gives the same. The first corner has $\Theta=180°(1-0.6708/1.3608)=91.27°$; the others have $113.86°$ and $73.36°$. The terms $\lambda_ir_i\cot\Theta_i$ are

$$-0.0059-0.0664+0.0723=0.0000 .$$

One percent above $R_c$, the core triangle contributes $-0.4866$ to $Q$ and all the others $-0.5134$, total $-1$. One percent below, they contribute $+0.4866$ and $-0.4866$, total $0$. The rest of the lattice changes smoothly through $-\frac12$, while the core switches from $-\frac12$ to $+\frac12$. With the plain arctangent the charge just above $R_c$ comes out as $-0.500$.

The collapse needs no infinite energy. Exchange terms $\mathbf n_i\cdot\mathbf n_j$ and chiral terms $\mathbf D_{ij}\cdot(\mathbf n_i\times\mathbf n_j)$ are bounded and continuous in the spins, also at the singular triangle. An integer charge alone therefore says nothing about the height of the barrier or the lifetime.

## What the small-angle option measures

Since $|\mathbf r|\le1$, equation (1) gives $|\Omega|\ge|N|/2$. The small-angle form underestimates the size of every triangle's area, or at best equals it. For a smooth texture the relative error of a triangle is of the order of the squared neighbour angle, which scales here as $1/R^2$.

| $R$ | $Q$ | $Q_{\rm s}$ | largest angle |
|---|---|---|---|
| 6.0 | −1 | −0.906 | 42.4° |
| 4.0 | −1 | −0.799 | 63.5° |
| 3.0 | −1 | −0.668 | 84.2° |
| 1.5 | −1 | −0.171 | 146.55° |
| 1.2 | 0 | −0.092 | 127.4° |

From $R=6$ to $R=4$ the error grows from 0.094 to 0.201, a factor 2.1, against 2.25 from the leading $1/R^2$ law. Each $N$ is a polynomial in the spin components, so $Q_{\rm s}$ is continuous in the spins, also at the singular event. This explains the opening numbers: the small-angle sum cannot register the jump. It remains usable as a smooth measure of chirality, but its rounded value is not a safe substitute for $Q$.

## Guarding a trajectory

Two saved frames do not show what happened between them. The skyrmions at $R=3$ and $R=1$ have largest angles of 84.2° and 112.6°, both below 120°, yet their charges are $-1$ and $0$. The angle criterion must hold throughout the motion.

A bound on the step closes this gap if each spin takes the short arc between the frames. Without that assumption it still shows that the two frames have equal charge, but not that the charge stayed constant between them. Let $d$ be the smallest distance from the origin to any of the flat spin triangles. Suppose each spin moves from $\mathbf n_i$ to $\mathbf n_i'$ along its short arc, by a chord of at most $\delta$. The chord grows along the arc, so the bound also holds at intermediate times. For any weights $w_i\ge0$ with sum 1,

$$\Big|\sum w_i\mathbf n_i'\Big|\ge\Big|\sum w_i\mathbf n_i\Big|-\sum w_i|\mathbf n_i'-\mathbf n_i|\ge d-\delta .$$

If $\delta<d$, no triangle becomes singular and $Q$ is conserved.

To obtain $d$ for one triangle, form its normal $\mathbf m=\mathbf a\times\mathbf b+\mathbf b\times\mathbf c+\mathbf c\times\mathbf a$. The foot of the perpendicular from the origin is $N\mathbf m/|\mathbf m|^2$, with barycentric weights $\mathbf m\cdot(\mathbf b\times\mathbf c)/|\mathbf m|^2$ and its cyclic partners. If all are nonnegative, the distance is $|N|/|\mathbf m|$. Otherwise, or if $\mathbf m=0$, it is the smallest of $|\mathbf a+\mathbf b|/2$, $|\mathbf b+\mathbf c|/2$ and $|\mathbf c+\mathbf a|/2$, because the nearest point on a chord between unit vectors is its midpoint.

The bound is nearly sharp close to a singularity. Turning the three core spins into the plane through the origin parallel to their triangle takes an angle $\arcsin d$, hence a chord $2\sin(\frac12\arcsin d)\approx d(1+d^2/8)$. At $R=1.02R_c$, where $d=0.0285$, such a move with chord $0.990d$ left $Q=-1$, and one with $1.010d$ gave $Q=0$.

## Recommended choices

- Use the spherical-triangle sum with the two-argument arctangent whenever an integer is wanted. Use a periodic cell or a patch with a uniform rim. The integer is informative only if neighbours are not close to antipodal. For antiferromagnetic order $d$ is near zero and slight noise in the moments changes $Q$, so evaluate it on one sublattice or on the staggered field.
- Keep the diagonals fixed. Changing one alters $Q$ by the charge of a closed tetrahedron of four spins. Its four areas are each below $2\pi$ in size, so the change is 0 or $\pm1$. It is 0 if the four spins fit in an open hemisphere, since the opposite direction is then uncovered.
- Record $d$ along with $Q$. A small $d$ warns that a small rotation may change the charge. At $R=1.5$, $d=0.136$, so spin rotations below 7.78° are safe.
- If a step exceeds $d$, divide it and recompute $d$ after each part. If $d$ approaches zero, find the triangle responsible and follow the signs of $N$ and $D$ there.
- Treat a jump as an event of the lattice model. For a skyrmion only a few sites wide, the interpolation between sites is part of the definition of $Q$, and a different triangulation may place the event elsewhere. With the other diagonal, the centre of the example lies in the triangle $(0,0)$, $(1,0)$, $(0,1)$ with weights $0.1,0.6,0.3$, and (5) gives $R_c=1.4017$.

The full set of values is in the numerical output below.

## Numbers as computed

```
TEST TRIANGLE: polar angle 80 deg, azimuths 0, 120, 240 deg
N = 0.437547, D = -0.364308
area by quadrature = 4.53022085 sr
area by atan2      = 4.53022085 sr
plain arctangent   = -1.75296446 sr
RANDOM SPINS: 200 configurations on a 6 x 6 torus
Q ranges from -5 to 4
largest distance of Q from an integer, torus: 6.7e-15
same for the open 6 x 6 patch: 0.498
RANDOM MOTION: 6 x 6 torus, each spin turns by 180 deg
Q at start = 3, at end = -3, least = -3, greatest = 5
sign changes of N with D > 0 (no jump): 96
sign changes of N with D < 0 (jump):    30
sum of signed jumps = -6
ANTIPODAL EDGE: a up, c passes through down, b and d on equator
azimuths b, d = -60, 60 deg: |Q| before = 1, after = 0
  changes of Omega/4pi in the two faces at the edge: +0.5000, +0.5000
azimuths b, d = 60, 120 deg: |Q| before = 0, after = 0
  changes of Omega/4pi in the two faces at the edge: -0.5000, +0.5000
SKYRMION: 16 x 16 torus, centre offset = (0.6, 0.3) lattice constants
barycentric weights = 0.4, 0.3, 0.3
corner distances = 0.670820, 0.500000, 0.806226 lattice constants
critical R, cotangent condition = 1.360819513 lattice constants
critical R, bisection on Q      = 1.360819513 lattice constants
corner polar angles at critical R = 91.268, 113.863, 73.358 deg
R (lattice constants) | Q | sum N/8pi | max angle (deg) | d
6.0 | -1 | -0.90584 | 42.38 | 0.93239
4.0 | -1 | -0.79950 | 63.47 | 0.85048
3.0 | -1 | -0.66805 | 84.22 | 0.74185
2.0 | -1 | -0.39579 | 122.81 | 0.46171
1.5 | -1 | -0.17083 | 146.55 | 0.13567
1.2 | 0 | -0.09152 | 127.35 | 0.18964
1.0 | 0 | -0.03104 | 112.60 | 0.47346
CORE TRIANGLE on both sides of the critical radius
R/Rc = 1.01: N = -0.035649, D = -0.422214
  Omega/4pi core = -0.486594, rest = -0.513406, Q = -1
  Q with plain arctangent = -0.500000
R/Rc = 0.99: N = +0.036461, D = -0.431509
  Omega/4pi core = +0.486584, rest = -0.486584, Q = 0
SAFE STEP at R/Rc = 1.02: d = 0.028503
worst-direction move, largest chord/d = 0.9901: Q = -1
worst-direction move, largest chord/d = 1.0101: Q = 0
```
